Roughening by surface diffusion and conserved noise in one dimension

**Q.** Surface diffusion smooths a surface. How can the same process roughen it, and what exactly is the model?

**A.** Take a profile h(x,t) along one coordinate x, for instance the edge of a monatomic step on a crystal face. Atoms move along the edge; none arrive and none leave. The lattice spacing is a in both directions, so an atom that hops from site i to site i+1 lowers h at i by a and raises it at i+1 by a. Each hop is random, and that randomness roughens an initially straight edge. The mean drift of the hops smooths it.

The drift follows from the energy. For small slopes the excess energy of the edge is

E = (B/2) ∫ (∂h/∂x)² dx,

where B is the step stiffness. An added atom adds an area a², so its chemical potential is

μ = a² δE/δh = −a² B ∂²h/∂x².

Let ν be the transfer rate per bond and direction in equilibrium. If Δμ = μ(i+1) − μ(i), and one hop changes μ by much less than kT, detailed balance is met by the rates ν exp(−Δμ/2kT) to the right and ν exp(+Δμ/2kT) to the left. For |Δμ| ≪ kT the mean net current is

J = −2ν sinh(Δμ/2kT) ≈ −ν Δμ/kT ≈ −(νa/kT) ∂μ/∂x.

**Q.** And the noise? You could choose its strength to suit yourself.

**A.** It is fixed by the same ν. The two hop streams are independent Poisson processes, so their variances add: the net number of atoms crossing a bond has variance 2ν per unit time. Different bonds are independent, and the Kronecker delta between bonds becomes δ(x−x′) multiplied by the lattice spacing a in the continuum. The current noise ζ therefore obeys

⟨ζ(x,t) ζ(x′,t′)⟩ = 2νa δ(x−x′) δ(t−t′).

Atom conservation reads dh/dt = −a × (current out − current in), which is ∂h/∂t = −a² ∂(J+ζ)/∂x. Inserting J and then μ gives

∂h/∂t = (νa³/kT) ∂²μ/∂x² − a² ∂ζ/∂x = −K ∂⁴h/∂x⁴ + η, K = νa⁵B/kT.

The noise η = −a² ∂ζ/∂x has the correlation a⁴ · 2νa ∂ₓ∂ₓ′ δ(x−x′) δ(t−t′). Since ∂ₓ′δ(x−x′) = −∂ₓδ(x−x′),

⟨η(x,t) η(x′,t′)⟩ = −2D ∂ₓ² δ(x−x′) δ(t−t′), D = νa⁵.

Hence D/K = kT/B, a length set by equilibrium properties alone. The rate ν affects only how fast things happen.

**Q.** You linearised a sinh. On a stiff step one atom may change μ by more than kT.

**A.** Then the site-by-site derivation fails, and ν must be read as an effective long-wavelength mobility, defined by J = −(νa/kT) ∂μ/∂x on a coarse scale. The noise strength must still be 2νa, because otherwise the stationary state would not be the Boltzmann distribution.

Where the linearisation holds, the mapping can be tested directly. Integer atom hops were simulated with rates set by the full energy change of a hop, which is ±Δμ + 3Ba because the moved atom itself bends the edge. There were 200 rings of 64 sites, with Ba/kT = 0.05, run up to time 1000/ν. The height variance was 25.04 a². The growth law derived below, with these D and K, gives 24.67 a², which is 1.5 % less and agrees within the sampling error of about 2 %. Here ν is the prefactor of the rates, and the mean transfer rate is about 4 % lower. That difference, the lattice and the finite time step of the simulation each shift the expected variance by about 1 %, so the mapping is confirmed to a few per cent.

**Q.** Fine. Solve it.

**A.** Use a ring of length L, start flat, and write

h(x,t) = L^(−1/2) Σ_q h_q(t) e^(iqx), q = 2πn/L.

The mode q = 0 stays at zero because atoms are conserved. In the noise correlation, two integrations by parts move ∂ₓ² onto e^(−iqx) and give a factor −q², so

⟨η_q(t) η_q*(t′)⟩ = 2Dq² δ(t−t′).

Each mode obeys dh_q/dt = −Kq⁴ h_q + η_q, with the solution

h_q(t) = ∫₀ᵗ e^(−Kq⁴(t−s)) η_q(s) ds.

Squaring and averaging leaves one time integral:

S(q,t) = ⟨|h_q|²⟩ = 2Dq² ∫₀ᵗ e^(−2Kq⁴(t−s)) ds = (D/K) (1 − e^(−2Kq⁴t))/q².

The damping has four powers of q and the noise has two, so two are left in the denominator. The mean square width is

W²(L,t) = ⟨h²⟩ = (1/L) Σ_{q≠0} S(q,t).

**Q.** What is the roughness exponent, then? With fourth-order smoothing I would expect something unusual.

**A.** Let t → ∞. The modes n and −n contribute equally, so

W² = (2/L)(D/K) Σ_{n≥1} L²/(4π²n²) = (DL/2π²K)(π²/6) = DL/(12K).

Thus W ∝ L^α with α = 1/2. The final state knows nothing of the fourth derivative. It is the thermal state of a line with stiffness B, W² = kT L/(12B), and any dynamics that relaxes to that Boltzmann distribution ends there, provided the width is measured about the mean height.

**Q.** A width that grows with L could come from long waves alone. Is the profile also rough locally?

**A.** Compute the stationary height difference over a distance r, with θ = 2πr/L:

G(r) = ⟨[h(x+r) − h(x)]²⟩ = (2/L) Σ_q S(q)(1 − cos qr) = (DL/π²K) Σ_{n≥1} (1 − cos nθ)/n².

For 0 < θ < 2π, the imaginary part of −ln(1 − e^(iθ)) gives Σ sin(nθ)/n = (π−θ)/2. Integrating from 0 to θ gives

Σ (1 − cos nθ)/n² = πθ/2 − θ²/4 = π²(r/L − r²/L²).

Therefore

G(r) = (D/K) r (1 − r/L).

For r ≪ L the typical height difference grows as r^(1/2), like the displacement of a random walk. The local exponent is 1/2 as well. The average of the same series over θ from 0 to 2π is π²/2 − π²/3 = π²/6, which is the sum Σ1/n² used above.

**Q.** Now the growth. How fast does the width rise before the ring length matters?

**A.** For a long ring, (1/L)Σ_q becomes ∫dq/2π. Nothing is lost at q = 0, since S ≈ 2Dq²t vanishes there. With both signs of q,

W² = (D/πK) ∫₀^∞ (1 − e^(−2Kq⁴t))/q² dq.

Put u = (2Kt)^(1/4) q. Then dq/q² = (2Kt)^(1/4) du/u², and

W² = (D/πK) (2Kt)^(1/4) I, I = ∫₀^∞ (1 − e^(−u⁴))/u² du.

Integrate by parts with −1/u as the integral of 1/u². The boundary term −(1 − e^(−u⁴))/u vanishes as u³ at small u and as 1/u at large u. What remains is

I = ∫₀^∞ 4u³ e^(−u⁴)/u du = 4 ∫₀^∞ u² e^(−u⁴) du.

With v = u⁴ we have u² = v^(1/2) and du = v^(−3/4) dv/4, so

I = ∫₀^∞ v^(−1/4) e^(−v) dv = Γ(3/4) = 1.2254.

The growth law is

W² = Γ(3/4) (D/πK) (2Kt)^(1/4).

Taking the root gives W ∝ t^β with β = 1/8.

**Q.** An eighth! The width needs a 256-fold longer time to double. Is there a reason, beyond the integral?

**A.** Yes. At time t the modes with q above roughly 1/ξ, where ξ = (2Kt)^(1/4), have reached equilibrium. Their wavelengths are shorter than about 2πξ. The much longer modes are still nearly flat. The edge then looks like a set of equilibrated pieces whose length is a fixed multiple of ξ. An equilibrated piece has W² proportional to its length, so W² ∝ ξ ∝ t^(1/4). One factor 1/2 comes from the static roughness and a factor 1/4 from the slow spread of equilibrium.

The same statement in scaling form follows from q = 2πn/L:

W² = (DL/K) f(Kt/L⁴), f(τ) = 2 Σ_{n≥1} (1 − e^(−2(2πn)⁴τ))/(2πn)².

Time enters through Kt/L⁴, so the dynamic exponent is z = 4, and β = α/z = (1/2)/4 = 1/8. The two limits are f → 1/12 at large τ and f → Γ(3/4)(2τ)^(1/4)/π at small τ. They are equal when

(2Kt)^(1/4) = πL/(12 Γ(3/4)) ≈ 0.214 L.

**Q.** All of this rests on Fourier modes. Do you have evidence that does not?

**A.** The covariance matrix of the site heights can be propagated in real space, with K, D and the spacing set to 1. On a ring of 256 sites, the growth exponent between times 2¹⁰ and 2¹⁶ came out as 0.1252. The saturated widths of rings with 32 and 128 sites gave a roughness exponent of 0.5003. The saturated W² for 128 sites was 10.6660, against 128/12 = 10.6667.

**Q.** A perfectly straight start is hard to prepare. Can one see the exponent on an edge that is already in equilibrium?

**A.** Yes, by following one point in time. In equilibrium each mode has ⟨|h_q|²⟩ = D/(Kq²), and its correlation with its earlier value decays as e^(−Kq⁴t). Hence

⟨[h(x,t) − h(x,0)]²⟩ = (1/L) Σ_q 2 (D/Kq²)(1 − e^(−Kq⁴t)).

For a long edge this is the integral already done, with an extra factor 2 and with Kt in place of 2Kt:

⟨[h(x,t) − h(x,0)]²⟩ = 2 Γ(3/4) (D/πK) (Kt)^(1/4).

The rms displacement again grows as t^(1/8). It exceeds the width grown from a flat start by the factor (2/2^(1/4))^(1/2) = 2^(3/8) ≈ 1.30. In the real-space calculation for 128 sites at time 2¹², the mean square displacement was 0.9986 times this formula.

**Q.** In vapour deposition atoms arrive at random. Does your result survive?

**A.** Not at long times. Random arrivals do not conserve the amount of material. They add white noise with ⟨ηη⟩ = 2D_n δ(x−x′)δ(t−t′), without the factor q². Its contribution to the spectrum is

S_n(q,t) = (D_n/K)(1 − e^(−2Kq⁴t))/q⁴.

On an infinite line, measured about the ensemble mean, the same substitution gives dq/q⁴ = (2Kt)^(3/4) du/u⁴. Integration by parts gives

∫₀^∞ (1 − e^(−u⁴))/u⁴ du = (4/3) ∫₀^∞ e^(−u⁴) du = Γ(1/4)/3,

where the boundary term vanishes as u at small u. So

W_n² = Γ(1/4) (D_n/3πK) (2Kt)^(3/4),

and the growth exponent is 3/8. The real-space calculation gave 0.3747. On a finite ring the saturated sum of 1/q⁴, divided by L, grows as L³, so α = 3/2. The two noises are independent and their variances add, with the ratio

W_n²/W² = [Γ(1/4)/(3Γ(3/4))] (D_n/D) (2Kt)^(1/2).

However weak the deposition, this ratio grows with time on a long enough edge. The exponents 1/2 and 1/8 belong to annealing with the source shut, or to times before the arrival noise takes over.

**Q.** You also dropped every nonlinear term.

**A.** Rescale x → bx, t → b⁴t, h → b^(1/2)h, which leaves the linear equation unchanged. Its terms scale as b^(1/2−4) = b^(−7/2). A term ∂ₓ²(∂ₓh)² would scale as b^(−1−2) = b^(−3). Relative to the linear terms it grows as b^(1/2), so by this power counting it would spoil the linear exponents at large scales.

Relaxation towards equilibrium that is symmetric under h → −h forbids that term. The next energy term, quartic in the slope, contributes ∂ₓ³(∂ₓh)³, which scales as b^(−3/2−3) = b^(−9/2). A mobility that depends on the squared slope contributes ∂ₓ[(∂ₓh)² ∂ₓ³h], which also scales as b^(−9/2). Relative to the linear terms, both fade as b^(−1). The linear result is thus sound for symmetric equilibrium relaxation with small slopes, and suspect for a driven surface. Driving can break the symmetry, and it can also add the terms ∂ₓ²h and ∂ₓ(∂ₓh)³, which respect the symmetry and conserve atoms. Relative to the terms kept, these grow as b² and b.

**Q.** Give me numbers. How rough does a real edge get?

**A.** Take round values: T = 400 K, so kT = 0.03447 eV; a = 0.25 nm; B = 1 eV/nm; ν = 10⁴ s⁻¹; L = 200 nm. Then

D = 10⁴ × 0.25⁵ = 9.77 nm⁵/s,
D/K = kT/B = 0.0345 nm,
K = 9.77/0.03447 = 283 nm⁴/s.

At t = 100 s, (2Kt)^(1/4) = 15.43 nm, and

W² = 1.2254 × 0.03447 × 15.43/π = 0.207 nm², W = 0.455 nm.

That is less than two lattice spacings. The mode sum for the ring gives

t = 1 s: W = 0.256 nm
t = 10 s: W = 0.342 nm
t = 100 s: W = 0.455 nm
t = 1000 s: W = 0.611 nm

A thousandfold longer anneal widens the edge by a factor 2.39; the pure power law gives 10^(3/8) = 2.37. Saturation lies at W = (0.03447 × 200/12)^(1/2) = 0.758 nm, and the two limiting laws cross at about 1.6 hours. An edge already in equilibrium shows an rms displacement of 0.591 nm in 100 s.

**Q.** At 1000 s the ring gives 0.611 nm, but the growth law gives 0.607 nm. Should a finite ring not lag behind?

**A.** Not necessarily. Let C(r) be the height correlation on the infinite line, the Fourier transform of S(q,t). Poisson summation turns the mode sum into

W²(ring) = C(0) + 2 Σ_{m≥1} C(mL).

C(0) is the growth law, and the rest comes from periodic images. The integral of C over r equals S(0,t) = 0, so C takes both signs, and the image sum may have either. At 1000 s it is positive and adds about 1 % to W².

**Q.** Is a continuous line fair when the edge moves by one or two atoms?

**A.** The stationary mean square slope over one spacing is kT/(Ba) = 0.138. If each kink is one atom high, this is the kink probability per site, and the mean kink spacing is a/0.138 = 1.81 nm. The continuum picture needs ξ well above that; ξ reaches 1.81 nm after 0.019 s. With ξ taken at 100 s, the equilibrium mean square slope over the distance ξ is kT/(Bξ) = 0.0022. An edge grown from a flat start has less, so the small-slope form is good on that scale. Replacing derivatives by lattice differences in the linear model changes W² by −0.02 % at 1 s. That figure does not include the discreteness of the heights. A perfectly straight edge starts without kinks, and until they have formed it lags behind the continuum law. The size and duration of this lag depend on the detailed hop rates, and it can last well beyond the moment when ξ passes the kink spacing. With rates set by counting the lateral bonds of the hopping atom, and the same ν and B, W² is still only about a fifth of the linear value at 0.04 s, and the kink density is about a quarter of its equilibrium value. For a straight start, the earliest entries of the table are therefore best read as upper estimates.

**Q.** And how close is this to a material that someone anneals?

**A.** The parameters are round illustrative values for a monatomic step on a close-packed face of a coinage metal; they do not describe one measured sample. On a hexagonal face the atomic rows lie 0.866a apart, not a as in the model, which lowers W at 100 s by about 4 %. The least certain is ν. With an attempt frequency of 10¹³ s⁻¹ it corresponds to an effective barrier of about 0.71 eV. At fixed kT/B the growth law gives W ∝ ν^(1/8), so a tenfold error in ν changes W by a factor of only 1.33. An error of 0.1 eV in the barrier, however, means a factor of 18 in ν and about 1.4 in W. For equal factors the stiffness matters more: at fixed ν and T the growth law gives W ∝ B^(−3/8), so doubling B multiplies W by 0.77, and B can easily differ by such a factor from one metal to another. A temperature 10 K higher, with B held fixed, raises W at 100 s from 0.455 to 0.490 nm. The stiffness of a real kinked step falls on heating, which makes the rise somewhat larger. Real steps also break the assumption that atoms stay on the edge, and in a running deposition they break the assumption of no arrivals.

**Q.** How far does exchange with the terrace move the number?

**A.** Let the terrace act as a reservoir at fixed chemical potential, and let each site exchange atoms with it at a rate ν_k per direction. The local balance is dh/dt = −aν_k μ/kT, which adds the term (ν_k a³B/kT) ∂²h/∂x². The matching noise leaves the equilibrium spectrum unchanged. Relative to edge diffusion, the decay rate of a mode gains the fraction ν_k/(ν a²q²), so long waves are affected most.

If detachment costs a rough extra 0.4 eV, then ν_k = 10⁴ exp(−0.4/0.03447) = 0.091 s⁻¹. Exchange also lets the mean position of the edge wander. Measured about that mean on the 200 nm ring, W² rises by 1.9 % at 100 s and by 4.2 % at 1000 s. It takes over at the wavelength 2πa(ν/ν_k)^(1/2) = 520 nm. On much longer edges the decay rate goes as q², the integral of (1 − e^(−cq²t))/q² grows as t^(1/2), and W crosses over to t^(1/4). These figures are upper estimates: if detached atoms mostly re-attach nearby instead of spreading over the terrace, the shifts are far smaller. For the longest waves on an isolated step the decay rate then goes as |q|³, which would lead to W ∝ t^(1/6). If atoms re-attach within about one lattice spacing, however, that crossover lies far beyond any practical annealing time for these values.

Neighbouring steps matter little here. Take two fixed straight neighbours at w = 20 nm, each repelling with an energy A/(w ± h)² per length and a rough A = 0.02 eV nm. The second derivative at h = 0 is 12A/w⁴, and W² at 100 s changes by −0.009 %.

**Q.** And if the source is left slightly open?

**A.** Suppose each step collects the atoms landing on the nearer half of the 20 nm terrace on either side, and that they join it at random places. For a flux R in monolayers per second, R w/a² atoms arrive per unit length and time. A column of width a collects Rwt/a atoms with equal variance, so its height variance is aRwt. White noise gives 2D_n t/a for the same column, hence

D_n = a²Rw/2.

For R = 0.01 s⁻¹ this is 0.0625 × 0.01 × 20/2 = 0.00625 nm³/s. On a long edge the arrival noise then contributes 0.15 times the conserved W² at 100 s. The two are equal at 100 s for R = 0.067 s⁻¹. For R = 0.01 s⁻¹ they are equal at 100/0.15² ≈ 4400 s. These figures count the arrival noise alone. If a step is fed only from the terrace in front of it, protruding parts catch more atoms and the steps can begin to meander together. That would dominate well before 4400 s at R = 0.01 s⁻¹, and well before 100 s at R = 0.067 s⁻¹, so both times of equality hold only without this instability.

For these parameters, then, the exponent 1/8 should be sought with the source shut, between about ten seconds and a few hundred seconds. For a straight start the lower end assumes that the kinks have formed by then; until they have, the width rises more steeply than t^(1/8). An edge already in equilibrium is free of this lag. By 1000 s the periodic images have raised the local exponent on the 200 nm ring to about 0.15; a longer edge extends the window as long as exchange with the terrace stays weak.

Computed results

```
TESTS (lattice units unless stated)
integral, conserved noise: 1.225417
integral, white noise: 1.208537
growth exponent, conserved noise: 0.1252
growth exponent, white noise: 0.3747
amplitude matrix/formula, conserved: 0.9995
amplitude matrix/formula, white: 1.0007
roughness exponent, rings 32 to 128: 0.5003
saturated W^2, ring of 128: 10.6660
W^2/L at equal Kt/L^4, L=64, 128: 0.08331, 0.08333
equilibrium displacement matrix/formula: 0.9986
atom-hop W^2, simulated: 25.04
atom-hop W^2, formula: 24.67
EXAMPLE: inputs
T = 400 K, kT = 0.03447 eV
a = 0.25 nm, B = 1.0 eV/nm
nu = 1.0e+04 1/s, L = 200 nm
EXAMPLE: results
D = 9.7656 nm^5/s
K = 283.31 nm^4/s
D/K = 0.03447 nm
t = 1 s: W ring 0.2561 nm, growth law 0.2561 nm
t = 10 s: W ring 0.3415 nm, growth law 0.3415 nm
t = 100 s: W ring 0.4555 nm, growth law 0.4555 nm
t = 1000 s: W ring 0.6110 nm, growth law 0.6074 nm
W(1000 s)/W(1 s), ring: 2.386
growth exponent 10 to 100 s, ring: 0.1250
saturated W: 0.7580 nm
crossover time: 5883 s
(2Kt)^(1/4) at 100 s: 15.43 nm
equilibrium rms displacement in 100 s: 0.5907 nm
NEGLECTED EFFECTS (shifts are of W^2)
lattice shift at 1 s: -0.022 %
lattice shift at 100 s: -0.002 %
kink spacing: 1.81 nm, reached at 0.0191 s
mean square slope over a: 0.1379
mean square slope over (2Kt)^(1/4), 100 s: 0.00223
extra detachment barrier: 0.4 eV
terrace exchange rate: 0.0912 1/s
exchange shift at 100 s: 1.87 %
exchange shift at 1000 s: 4.22 %
wavelength where exchange takes over: 520 nm
terrace 20 nm, repulsion 0.02 eV nm
repulsion shift at 100 s: -0.009 %
shot/conserved W^2 at 0.01 ML/s, 100 s: 0.150
flux for equal W^2 at 100 s: 0.0666 ML/s
time for equal W^2 at 0.01 ML/s: 4430 s
attempt 1e+13 1/s, effective barrier 0.714 eV
W at 100 s if 10 K hotter, same B: 0.4899 nm
```
